# Debugging a numerical check: Kramers Transmission Factor When Damping Equals the Barrier Frequency

```python
# RESULT UNDER TEST: Kramers escape rate at moderate-to-high friction,
#   k = kappa * k_TST,  kappa = sqrt(1 + (g/2)^2) - g/2,  g = gamma/omega_b,
# so that kappa = (sqrt(5)-1)/2 = 0.618 when gamma = omega_b.
# gamma: velocity damping rate (1/s); omega_b, omega_0: angular frequencies
# of barrier and well; k_TST = omega_0/(2 pi) exp(-E_b/kT).
# Model potential: V = E_b (1 - q^2)^2 with q = x/a.
# Reduced units in the tests: time 1/omega_b, energy kT, B = E_b/kT.
import numpy as np
import sympy as sp
import scipy.sparse as sparse
from scipy.sparse.linalg import splu
from scipy.linalg import expm, solve_continuous_lyapunov
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ndtr
from scipy import constants as const


def kramers_factor(g):
    return np.sqrt(1 + (g / 2) ** 2) - g / 2


# --- Test: the stationary density solves the Klein-Kramers equation ---
x, v = sp.symbols("x v", real=True)
for g_val, w_val, th_val in [(1.0, 1.0, 1.0), (0.7, 1.3, 0.8)]:
    mu_val = w_val * kramers_factor(g_val / w_val)
    u = v - (mu_val + g_val) * x
    f_eq = sp.exp(-(v**2 - w_val**2 * x**2) / (2 * th_val))
    f = f_eq * (1 + sp.erf(u * sp.sqrt(mu_val / (2 * g_val * th_val)))) / 2
    drift = -v * sp.diff(f, x) - w_val**2 * x * sp.diff(f, v)
    bath = g_val * sp.diff(v * f + th_val * sp.diff(f, v), v)
    for point in [(0.3, 0.4), (-0.5, 0.2), (0.1, -0.9)]:
        here = {x: point[0], v: point[1]}
        d_num, b_num = float(drift.subs(here)), float(bath.subs(here))
        assert abs(b_num) > 1e-4
        assert abs(d_num + b_num) < 1e-10

# --- Test: flux of that density through the barrier top, by quadrature ---
flux_ratio = {}
for g in (0.5, 1.0, 2.0, 5.0):
    slope = np.sqrt(kramers_factor(g) / g)
    flux_ratio[g] = quad(lambda s: s * np.exp(-s * s / 2) * ndtr(slope * s),
                         -12, 12, epsabs=1e-12)[0]
    assert abs(flux_ratio[g] - kramers_factor(g)) < 1e-8


# --- Test: trajectories started on the barrier top ---
# For Gaussian linear motion the transmission factor is the correlation of
# the initial velocity with the late position. tau = 0 means no memory.
def trajectory_factor(g, tau=0.0, time=16.0):
    if tau == 0.0:
        A = np.array([[0.0, 1.0], [1.0, -g]])
        Q = np.diag([0.0, 2 * g])
        C0 = np.diag([0.0, 1.0])
    else:
        A = np.array([[0.0, 1.0, 0.0], [1.0, 0.0, 1.0],
                      [0.0, -g / tau, -1 / tau]])
        Q = np.diag([0.0, 0.0, 2 * g / tau**2])
        C0 = np.diag([0.0, 1.0, g / tau])
    Cs = solve_continuous_lyapunov(A, -Q)
    P = expm(A * time)
    C = Cs + P @ (C0 - Cs) @ P.T
    return (P @ C0)[0, 1] / np.sqrt(C[0, 0])


def memory_factor(g, tau):
    return brentq(lambda r: r * r + g * r / (1 + r * tau) - 1, 0, 1)


for g in (0.5, 1.0, 2.0):
    assert abs(trajectory_factor(g) - kramers_factor(g)) < 1e-5
    for tau in (0.5, 1.0):
        assert abs(trajectory_factor(g, tau) - memory_factor(g, tau)) < 1e-5
kappa_traj = trajectory_factor(1.0)


# --- Test: slowest relaxation of the complete double well ---
def tst_rate(B):
    Z = quad(lambda q: np.exp(-B * (1 - q * q) ** 2), -3, 0,
             points=[-1.0], epsabs=1e-13, limit=200)[0]
    return np.exp(-B) / (2 * np.sqrt(B) * np.sqrt(2 * np.pi) * Z)


def relaxation_rate(B, g, nx=100, nv=40, scale=0.2):
    # Hermite functions in position and velocity; only states odd under
    # (x,v) -> (-x,-v), which removes the equilibrium state itself.
    low = np.diag(np.sqrt(np.arange(1, nx + 6)), 1)
    q = scale * (low + low.T) / np.sqrt(2)
    dq = (low - low.T) / (np.sqrt(2) * scale)
    D = (dq + 2 * B * (q @ q @ q - q)) / (2 * np.sqrt(B))
    D = sparse.csr_matrix(D[:nx, :nx])
    up = sparse.diags([np.sqrt(np.arange(1, nv))], [-1])
    L = (-sparse.kron(up, D) + sparse.kron(up.T, D.T)
         - g * sparse.kron(sparse.diags([np.arange(nv) * 1.0], [0]),
                           sparse.identity(nx)))
    n_idx, j_idx = np.divmod(np.arange(nx * nv), nx)
    keep = np.where((n_idx + j_idx) % 2 == 1)[0]
    lu = splu(L.tocsr()[keep][:, keep].tocsc())
    vec = np.random.default_rng(1).normal(size=len(keep))
    for _ in range(12):
        vec /= np.linalg.norm(vec)
        new = lu.solve(vec)
        eigenvalue = 1 / (vec @ new)
        vec = new
    return -eigenvalue


barriers = np.array([8.0, 11.0, 14.0])
full_ratio, limit_ratio = {}, {}
for g in (1.0, 2.0):
    full_ratio[g] = np.array([relaxation_rate(B, g) / (2 * tst_rate(B))
                              for B in barriers])
    fit = np.polyfit(1 / barriers, full_ratio[g], 2)
    limit_ratio[g] = fit[-1]
    assert abs(limit_ratio[g] - kramers_factor(g)) < 3e-3
    if g == 1.0:
        finite_fit = fit
coarse = relaxation_rate(11.0, 1.0, nx=84, nv=30) / (2 * tst_rate(11.0))
assert abs(coarse / full_ratio[1.0][1] - 1) < 5e-4

# --- Worked example: one local switching step, rough hafnia-like values ---
eV, kB, hbar = const.e, const.k, const.hbar
E_b, a, mass, T = 1.0 * eV, 0.05e-9, 64 * const.atomic_mass, 300.0
omega_b = np.sqrt(4 * E_b / mass) / a
omega_0 = np.sqrt(8 * E_b / mass) / a
step = 1e-3


def potential(s):
    return E_b * (1 - s * s) ** 2


for centre, omega, sign in [(0.0, omega_b, -1), (1.0, omega_0, 1)]:
    curv = (potential(centre + step) - 2 * potential(centre)
            + potential(centre - step)) / (step * a) ** 2
    assert abs(np.sqrt(sign * curv / mass) / omega - 1) < 1e-5
gamma = omega_b
kappa = kramers_factor(gamma / omega_b)
assert abs(kappa**2 + kappa - 1) < 1e-12 and round(kappa, 3) == 0.618
B_ex = E_b / (kB * T)
k_tst = omega_0 / (2 * np.pi) * np.exp(-B_ex)
k_kr = kappa * k_tst

# Finite barrier: anharmonic well population, and anharmonic barrier top
tst_anharm = tst_rate(B_ex) * omega_b / k_tst
assert abs(tst_anharm - 1) < 0.01
kappa_finite = np.polyval(finite_fit, 1 / B_ex)

# Round-trip action in one well at barrier energy: lower limit of friction
action = 2 * a * quad(lambda s: np.sqrt(2 * mass * E_b) * s
                      * np.sqrt(max(2 - s * s, 0.0)), 0, np.sqrt(2))[0]
assert abs(action * omega_b / E_b - 16 / 3) < 1e-5
loss_ratio = gamma * action / (kB * T)
g_lower = kB * T / (action * omega_b)
assert loss_ratio > 10

# Quantum correction without friction: barrier transmission and well levels
u_b, u_0 = hbar * omega_b / (kB * T), hbar * omega_0 / (kB * T)
q_barrier = (u_b / 2) / np.sin(u_b / 2)
q_well = np.sinh(u_0 / 2) / (u_0 / 2)
q_num = quad(lambda y: np.exp(-y) / (1 + np.exp(-2 * np.pi * y / u_b)),
             -15, 40, points=[0.0], limit=200)[0]
levels = np.exp(-u_0 * (np.arange(200) + 0.5)).sum()
assert abs(q_num / q_barrier - 1) < 1e-6
assert abs(1 / (u_0 * levels) / q_well - 1) < 1e-10
quantum = q_barrier * q_well

# Friction with memory, hotter use, applied field, barrier uncertainty
tau_mem = 20e-15
kappa_mem = memory_factor(gamma / omega_b, omega_b * tau_mem)
T_hot = 358.0
k_hot = kappa * omega_0 / (2 * np.pi) * np.exp(-E_b / (kB * T_hot))
polarization, volume, field, breakdown = 0.5, 0.13e-27, 1e8, 4e8
tilt = polarization * volume * field
q_left, q_top, q_right = np.sort(np.roots([4, 0, -4, -tilt / E_b]).real)


def tilted(s):
    return potential(s) - tilt * s


E_field = tilted(q_top) - tilted(q_left)
w_top = np.sqrt(E_b * (4 - 12 * q_top**2) / mass) / a
w_left = np.sqrt(E_b * (12 * q_left**2 - 4) / mass) / a
kappa_field = kramers_factor(gamma / w_top)
k_field = kappa_field * w_left / (2 * np.pi) * np.exp(-E_field / (kB * T))
assert E_field < E_b and k_field > k_kr
dE = 0.05 * eV
barrier_factor = np.exp(dE / (kB * T))

print("TRANSMISSION FACTOR (no unit)")
for g in (0.5, 1.0, 2.0, 5.0):
    print(f"gamma/omega_b = {g:.1f}: kappa = {kramers_factor(g):.4f}")
print(f"gamma = omega_b, flux quadrature: {flux_ratio[1.0]:.6f}")
print(f"gamma = omega_b, trajectories: {kappa_traj:.6f}")
for B, r in zip(barriers, full_ratio[1.0]):
    print(f"full double well, E_b/kT = {B:.0f}: rate/TST = {r:.4f}")
print(f"full double well, high-barrier limit: {limit_ratio[1.0]:.4f}")
print(f"same limit for gamma = 2 omega_b: {limit_ratio[2.0]:.4f}")
print("EXAMPLE INPUTS (rough values)")
print(f"barrier E_b = {E_b/eV:.2f} eV")
print(f"half path length a = {a*1e9:.3f} nm")
print(f"moving mass = {mass/const.atomic_mass:.0f} u")
print(f"temperature = {T:.0f} K")
print("EXAMPLE RESULTS")
print(f"thermal energy kT = {kB*T/eV:.5f} eV")
print(f"E_b/kT = {B_ex:.3f}")
print(f"omega_b = gamma = {omega_b:.4e} s^-1")
print(f"omega_0 = {omega_0:.4e} s^-1")
print(f"Boltzmann factor = {np.exp(-B_ex):.4e}")
print(f"growth rate mu = {kappa*omega_b:.4e} s^-1")
print(f"k_TST = {k_tst:.4e} s^-1")
print(f"k_Kramers = {k_kr:.4e} s^-1")
print(f"mean wait, TST = {1/k_tst:.4e} s")
print(f"mean wait, Kramers = {1/k_kr:.4e} s = {1/k_kr/3600:.3f} h")
print("SIZE OF NEGLECTED EFFECTS")
print(f"gamma*S/kT = {loss_ratio:.1f}")
print(f"gamma/omega_b where gamma*S = kT: {g_lower:.5f}")
print(f"anharmonic TST / harmonic TST = {tst_anharm:.4f}")
print(f"kappa at this finite barrier (fit) = {kappa_finite:.4f}")
print(f"hbar*omega_b/kT = {u_b:.3f}")
print(f"hbar*omega_0/kT = {u_0:.3f}")
print(f"quantum factor, barrier = {q_barrier:.3f}")
print(f"quantum factor, well = {q_well:.3f}")
print(f"quantum factor, total (undamped) = {quantum:.3f}")
print(f"friction memory time = {tau_mem*1e15:.0f} fs")
print(f"kappa with this memory = {kappa_mem:.4f}")
print(f"k_Kramers at {T_hot:.0f} K = {k_hot:.4e} s^-1")
print(f"rate ratio {T_hot:.0f} K / {T:.0f} K = {k_hot/k_kr:.1f}")
print(f"polarization = {polarization*100:.0f} uC/cm2")
print(f"switched volume = {volume*1e27:.2f} nm^3")
print(f"field = {field/1e8:.1f} MV/cm")
print(f"rough breakdown field = {breakdown/1e8:.1f} MV/cm")
print(f"barrier in the field = {E_field/eV:.4f} eV")
print(f"kappa in the field = {kappa_field:.4f}")
print(f"rate ratio with / without field = {k_field/k_kr:.2f}")
print(f"rate factor for {dE/eV:.2f} eV barrier error = {barrier_factor:.2f}")
print("OK")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 152, in <module>
    assert abs(action * omega_b / E_b - 16 / 3) < 1e-5
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The round-trip action was integrated in SI units, where the integrand is only about 1e-22. This lies far below the integrator's default absolute error limit of about 1.5e-8, so the integrator accepted its first coarse estimate, which is inaccurate near the square-root turning point. The formula S = 16E_b/(3ω_b) is right; the integral is now done in dimensionless form and multiplied by the SI prefactor afterwards. The tested quantity, its tolerance and all other tests are unchanged.

The change:

```diff
@@ -147,7 +147,9 @@
 kappa_finite = np.polyval(finite_fit, 1 / B_ex)
 
-# Round-trip action in one well at barrier energy: lower limit of friction
-action = 2 * a * quad(lambda s: np.sqrt(2 * mass * E_b) * s
-                      * np.sqrt(max(2 - s * s, 0.0)), 0, np.sqrt(2))[0]
+# Round-trip action in one well at barrier energy: lower limit of friction.
+# The integral is dimensionless, so the integrator's error limit is meaningful.
+path_integral = quad(lambda s: np.sqrt(max(1 - (1 - s * s) ** 2, 0.0)),
+                     0, np.sqrt(2), epsabs=1e-9, limit=200)[0]
+action = 2 * a * np.sqrt(2 * mass * E_b) * path_integral
 assert abs(action * omega_b / E_b - 16 / 3) < 1e-5
 loss_ratio = gamma * action / (kB * T)
```

Output now:

```
TRANSMISSION FACTOR (no unit)
gamma/omega_b = 0.5: kappa = 0.7808
gamma/omega_b = 1.0: kappa = 0.6180
gamma/omega_b = 2.0: kappa = 0.4142
gamma/omega_b = 5.0: kappa = 0.1926
gamma = omega_b, flux quadrature: 0.618034
gamma = omega_b, trajectories: 0.618034
full double well, E_b/kT = 8: rate/TST = 0.6152
full double well, E_b/kT = 11: rate/TST = 0.6158
full double well, E_b/kT = 14: rate/TST = 0.6163
full double well, high-barrier limit: 0.6191
same limit for gamma = 2 omega_b: 0.4149
EXAMPLE INPUTS (rough values)
barrier E_b = 1.00 eV
half path length a = 0.050 nm
moving mass = 64 u
temperature = 300 K
EXAMPLE RESULTS
thermal energy kT = 0.02585 eV
E_b/kT = 38.682
omega_b = gamma = 4.9113e+13 s^-1
omega_0 = 6.9457e+13 s^-1
Boltzmann factor = 1.5876e-17
growth rate mu = 3.0354e+13 s^-1
k_TST = 1.7550e-04 s^-1
k_Kramers = 1.0846e-04 s^-1
mean wait, TST = 5.6980e+03 s
mean wait, Kramers = 9.2196e+03 s = 2.561 h
SIZE OF NEGLECTED EFFECTS
gamma*S/kT = 206.3
gamma/omega_b where gamma*S = kT: 0.00485
anharmonic TST / harmonic TST = 0.9950
kappa at this finite barrier (fit) = 0.6179
hbar*omega_b/kT = 1.250
hbar*omega_0/kT = 1.768
quantum factor, barrier = 1.068
quantum factor, well = 1.135
quantum factor, total (undamped) = 1.213
friction memory time = 20 fs
kappa with this memory = 0.7531
k_Kramers at 358 K = 5.7142e-02 s^-1
rate ratio 358 K / 300 K = 526.8
polarization = 50 uC/cm2
switched volume = 0.13 nm^3
field = 1.0 MV/cm
rough breakdown field = 4.0 MV/cm
barrier in the field = 0.9597 eV
kappa in the field = 0.6180
rate ratio with / without field = 4.71
rate factor for 0.05 eV barrier error = 6.92
OK
```
